# Plane-wave cutoff convergence of RPA correlation energies and cardinal-number extrapolation: test program

```python
"""Cutoff convergence of direct RPA correlation energies (hartree atomic units).

Result under test: keeping response momenta |G| < Q = sqrt(2 E_cut) omits
    -(4/3) Q^-3 integral n(r)^2 d3r
     = -(sqrt(2)/3) E_cut^-3/2 integral n(r)^2 d3r.
An angular cutoff L omits -C/(L+1)^3, C = pi^2 integral n(r)^2 r^5 dr.
n: electron density; kF: Fermi momentum; X: basis cardinal number.
Systems: uniform gas, two electrons in a harmonic trap, helium atom.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ive, shichi
from pyscf import ao2mo, gto, scf

EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


# ---------- uniform electron gas: full frequency and momentum integrals
rs = 2.0
density = 3 / (4 * pi * rs**3)
kF = (3 * pi**2 * density) ** (1 / 3)
proj, proj_w = gauss(-1, 1, 40)
proj_w = proj_w * 0.75 * (1 - proj**2)   # distribution of k.q/(kF q)
log_freq, log_freq_w = gauss(-16, 16, 240)


def response(q, omega):
    """Noninteracting density response at imaginary frequency."""
    gap = q**2 / 2 + q * kF * proj
    averaged = -density * np.sum(
        proj_w * 2 * gap / (omega[:, None]**2 + gap**2), axis=1)
    z = q / (2 * kF)
    if z > 1.5:
        return averaged
    u = omega / (q * kF)
    log_part = 0.5 * np.log((u**2 + (z + 1)**2) / (u**2 + (z - 1)**2))
    angle = np.arctan((1 + z) / u) + np.arctan((1 - z) / u)
    closed = -kF / (4 * pi**2 * z) * (
        2 * z - 2 * z * u * angle + (1 - z**2 + u**2) * log_part)
    return np.where(u > 1, averaged, closed)


def ring_density(q):
    """Second-order and higher-order energy per electron and per dq."""
    omega = (q * kF + q**2 / 2) * np.exp(log_freq)
    x = -4 * pi / q**2 * response(q, omega)
    higher = np.where(x < 1e-2, x**3/3 - x**4/4 + x**5/5 - x**6/6,
                      np.log1p(x) - x + x**2 / 2)
    weight = log_freq_w * omega / (2 * pi)
    factor = q**2 / (2 * pi**2 * density)
    return factor * np.array([weight @ (-x**2 / 2), weight @ higher])


def gas_inside(Q, count=40):
    total = np.zeros(2)
    for a, b in ((0, 2 * kF), (2 * kF, Q)):
        for q, w in zip(*gauss(a, b, count)):
            total += w * ring_density(q)
    return total


def gas_tail(Q):
    total = np.zeros(2)
    for u, w in zip(*gauss(0, 1, 30)):
        total += w * Q / u**2 * ring_density(Q / u)
    return total


cutoffs = np.array([4.0, 6.0, 9.0])
gas_energy = np.array([gas_inside(np.sqrt(2 * e)).sum() for e in cutoffs])
Q_top = np.sqrt(2 * cutoffs[-1])
gas_limit = gas_energy[-1] + gas_tail(Q_top).sum()
assert abs(gas_inside(Q_top, 60).sum() - gas_energy[-1]) < 1e-6
gas_error = gas_energy - gas_limit
gas_lead = np.sqrt(2) / 3 * density * cutoffs**-1.5
assert np.all(abs(gas_error / gas_lead - 1) < 0.05)
gas_power = -np.log(gas_error[2] / gas_error[1]) / np.log(
    cutoffs[2] / cutoffs[1])
assert abs(gas_power - 1.5) < 0.05
weights = cutoffs**1.5
gas_extrap = ((weights[2] * gas_energy[2] - weights[1] * gas_energy[1])
              / (weights[2] - weights[1]))
assert abs(gas_extrap - gas_limit) < 0.05 * gas_error[2]

Q_far = 10 * kF
second_tail, higher_tail = gas_tail(Q_far)
gas_second_corr = ((second_tail / (-4 * density / (3 * Q_far**3)) - 1)
                   * Q_far**2 / kF**2)
gas_third_ratio = higher_tail / (32 * pi * density**2 / (7 * Q_far**7))
assert abs(gas_second_corr / (6 / 25) - 1) < 0.02
assert abs(gas_third_ratio - 1) < 0.05

# ---------- harmonic trap, frequency 1, two electrons in its lowest orbital
electrons = 2
# Explicit sum over oscillator states checks the imaginary-time response.
levels = np.arange(80)
position = np.diag(np.sqrt(levels[1:] / 2), 1)
position = position + position.T
x_val, x_vec = np.linalg.eigh(position)
q1, q2, tau = 1.7, 2.3, 0.4
kick1 = x_vec @ (np.exp(1j * q1 * x_val) * x_vec[0])
kick2 = x_vec @ (np.exp(1j * q2 * x_val) * x_vec[0])
state_sum = np.sum(kick1.conj() * kick2 * np.exp(-levels * tau))
closed_sum = np.exp(-(q1**2 + q2**2) / 4 + q1 * q2 * np.exp(-tau) / 2)
assert abs(state_sum - closed_sum) < 1e-10


def scaled_time_integral(z):
    """exp(-2z) int_0^z dt/t [sinh(2t)/(2t) - 2 sinh(t)/t + 1]."""
    x = 2 * z
    small = np.minimum(x, 60.0)

    def primitive(s):
        return -np.sinh(s)/s + 1 + shichi(s)[1] - np.log(s) - np.euler_gamma

    near = np.exp(-small) * (primitive(small) - 2 * primitive(small / 2))
    large = np.maximum(x, 60.0)
    far = sum(math.factorial(k) / large**k for k in range(1, 15))
    return np.where(x < 60, near, far / (2 * large))


trap_factor = -2 * electrons**2 / pi**2


def trap_tail(Q):
    """Second-order energy of pairs with q or q' above Q (Q >= 8)."""
    u, wu = gauss(0, 1, 80)
    t, wt = gauss(0, 8, 80)
    q = (Q / u)[:, None]
    values = np.exp(-t**2 / 2) * scaled_time_integral(q * (q - t) / 2)
    return trap_factor * 2 * np.sum((wu * Q / u**2)[:, None] * wt * values)


trap_n2 = electrons**2 * (2 * pi) ** -1.5
trap_Q = np.array([10.0, 40.0, 80.0])
trap_ratio = np.array([trap_tail(Q) / (-4 * trap_n2 / (3 * Q**3))
                       for Q in trap_Q])
slope = trap_Q * (trap_ratio - 1)
trap_slope = 2 * slope[2] - slope[1]
mean_transfer = 2 * np.sqrt(2 / pi)
assert abs(trap_ratio[2] - 1) < 0.03
assert abs(trap_slope - 0.75 * mean_transfer) < 0.01

qb, wb = gauss(0, 8, 120)
box = np.exp(-(qb[:, None] - qb)**2 / 2) * scaled_time_integral(
    qb[:, None] * qb / 2)
trap_total = trap_factor * (wb @ box @ wb) + trap_tail(8.0)

# Partial waves of the same second-order energy, by separate quadrature.
step = 0.02
t_grid = np.exp(np.arange(-10, 14, step))
v = np.arange(0, 40, 0.05)
vw = np.full(v.size, 0.05)
vw[0] /= 2
y = v / np.sqrt(1 + t_grid[:, None])
bessel_tail = np.sum(vw * np.exp(-4 * t_grid[:, None] * np.sinh(y / 2)**2)
                     / (2 * np.cosh(y)), axis=1) / np.sqrt(1 + t_grid)


def trap_wave(l):
    radial = np.sqrt(pi / (2 * t_grid)) * ive(l + 0.5, t_grid)
    if l == 0:
        radial = radial - np.exp(-t_grid)   # remove the occupied orbital
    return (-4 * electrons**2 * (2 * l + 1) / pi**2
            * step * np.sum(radial**2 * bessel_tail))


waves = np.array([trap_wave(l) for l in range(41)])
r, wr = gauss(0, 12, 300)
trap_n = electrons * pi**-1.5 * np.exp(-r**2)
trap_C = pi**2 * np.sum(wr * trap_n**2 * r**5)
wave_ratio = {l: -waves[l] * (l + 0.5)**4 / (3 * trap_C)
              for l in (5, 10, 20, 40)}
assert abs(wave_ratio[40] - 1) < 0.005
assert abs(wave_ratio[40] - 1) < abs(wave_ratio[20] - 1)
wave_total = waves.sum() - trap_C / 41**3
assert abs(wave_total - trap_total) < 1e-6
L_test = 10
wave_tail = trap_total - waves[:L_test + 1].sum()
wave_tail_ratio = -wave_tail * (L_test + 1)**3 / trap_C
assert abs(wave_tail_ratio - 1) < 0.05


# ---------- helium atom: Hartree-Fock orbitals, direct RPA
def helium(X):
    name = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}[X]
    mol = gto.M(atom="He 0 0 0", basis=name, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e", aosym="s8")
    orbital_e, coeff = eigh(core, overlap)
    for _ in range(100):
        dm = 2 * np.outer(coeff[:, 0], coeff[:, 0])
        vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
        old = orbital_e[0]
        orbital_e, coeff = eigh(core + vj - vk / 2, overlap)
        if abs(orbital_e[0] - old) < 1e-12:
            break
    else:
        raise RuntimeError("Hartree-Fock iteration did not converge")
    occ, vir = coeff[:, :1], coeff[:, 1:]
    K = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    K = K.reshape(vir.shape[1], vir.shape[1])
    gap = orbital_e[1:] - orbital_e[0]
    root = np.sqrt(gap)
    squared = np.diag(gap**2) + 4 * root[:, None] * K * root
    rpa = 0.5 * (np.sqrt(np.linalg.eigvalsh(squared)).sum()
                 - gap.sum() - 2 * np.trace(K))
    second = -2 * np.sum(K**2 / (gap[:, None] + gap))
    points = np.column_stack((0 * r, 0 * r, r))
    phi = mol.eval_gto("GTOval_sph", points) @ coeff[:, 0]
    angular = pi**2 * np.sum(wr * (2 * phi**2)**2 * r**5)
    return mol.nao_nr(), rpa, second, angular


atom = {X: helium(X) for X in (2, 3, 4, 5)}
for X in atom:
    assert atom[X][0] == X * (X + 1) * (2 * X + 1) // 6
E = {X: atom[X][1] for X in atom}
second = {X: atom[X][2] for X in atom}


def cube_limit(a, b):
    return (b**3 * E[b] - a**3 * E[a]) / (b**3 - a**3)


limit34, limit45 = cube_limit(3, 4), cube_limit(4, 5)
measured = (E[3] - E[4]) / (E[4] - E[5])
he_power = brentq(lambda p: (3**-p - 4**-p) / (4**-p - 5**-p) - measured,
                  1, 6)
he_A = (E[5] - limit45) * 5**3
he_C = atom[5][3]
higher_change = abs(((E[5] - second[5]) - (E[4] - second[4]))
                    / (second[5] - second[4]))
assert 2 < he_power < 4
assert abs(limit34 - limit45) < abs(E[5] - limit45)
assert he_A > he_C
assert higher_change < 0.3

# ---------- printed results
print(f"Hartree energy: {EV:.6f} eV")
print(f"Gas: rs = {rs:.1f} bohr, n = {density:.6f} bohr^-3")
print(f"Gas: kF = {kF:.5f} bohr^-1")
print(f"Gas: RPA limit = {gas_limit:.6f} hartree/electron")
for e, value, err, lead in zip(cutoffs, gas_energy, gas_error, gas_lead):
    print(f"Gas: E_cut = {e:.1f} hartree ({e*EV:.1f} eV)")
    print(f"  truncated energy = {value:.6f} hartree/electron")
    print(f"  error = {err*1000:.4f} mhartree/electron")
    print(f"  leading law = {lead*1000:.4f} mhartree/electron")
print(f"Gas: exponent from 6 and 9 hartree = {gas_power:.4f}")
print(f"Gas: extrapolated from 6, 9 = {gas_extrap:.6f} hartree/electron")
print(f"  remaining error = {(gas_extrap-gas_limit)*1e6:.2f} uhartree")
print(f"  raw error at 9 hartree = {gas_error[2]*EV*1000:.2f} meV")
print(f"Gas: Q^-2 coefficient / kF^2 = {gas_second_corr:.4f} (law {6/25:.4f})")
print(f"Gas: higher-ring tail / third-order law = {gas_third_ratio:.4f}")
print(f"Trap: integral n^2 = {trap_n2:.6f} bohr^-3 (frequency 1 hartree)")
for Q, ratio in zip(trap_Q, trap_ratio):
    print(f"Trap: Q = {Q:.0f} bohr^-1, tail / leading law = {ratio:.5f}")
print(f"Trap: 1/Q coefficient = {trap_slope:.4f} bohr^-1")
print(f"  predicted = {0.75*mean_transfer:.4f} bohr^-1")
print(f"Trap: second order, momentum = {trap_total:.7f} hartree")
print(f"Trap: second order, partial waves = {wave_total:.7f} hartree")
print(f"Trap: angular coefficient C = {trap_C:.6f} hartree")
for l, ratio in wave_ratio.items():
    print(f"Trap: l = {l}, increment / leading law = {ratio:.5f}")
print(f"Trap: tail beyond L = 10 / leading law = {wave_tail_ratio:.5f}")
for X in atom:
    print(f"He: X = {X}, functions = {atom[X][0]}, RPA = {E[X]:.6f} hartree")
print(f"He: exponent from X = 3, 4, 5: {he_power:.3f}")
print(f"He: X^-3 limit from 3, 4 = {limit34:.6f} hartree")
print(f"He: X^-3 limit from 4, 5 = {limit45:.6f} hartree")
print(f"  = {limit45*EV:.4f} eV")
print(f"He: fitted X^-3 coefficient = {he_A:.4f} hartree")
print(f"He: angular coefficient C = {he_C:.4f} hartree")
print(f"He: higher-ring / second-order change, X 4 to 5 = {higher_change:.4f}")
print("OK")
```

Output:

```
Hartree energy: 27.211386 eV
Gas: rs = 2.0 bohr, n = 0.029842 bohr^-3
Gas: kF = 0.95958 bohr^-1
Gas: RPA limit = -0.061801 hartree/electron
Gas: E_cut = 4.0 hartree (108.8 eV)
  truncated energy = -0.059999 hartree/electron
  error = 1.8021 mhartree/electron
  leading law = 1.7584 mhartree/electron
Gas: E_cut = 6.0 hartree (163.3 eV)
  truncated energy = -0.060828 hartree/electron
  error = 0.9736 mhartree/electron
  leading law = 0.9572 mhartree/electron
Gas: E_cut = 9.0 hartree (244.9 eV)
  truncated energy = -0.061274 hartree/electron
  error = 0.5271 mhartree/electron
  leading law = 0.5210 mhartree/electron
Gas: exponent from 6 and 9 hartree = 1.5133
Gas: extrapolated from 6, 9 = -0.061807 hartree/electron
  remaining error = -6.24 uhartree
  raw error at 9 hartree = 14.34 meV
Gas: Q^-2 coefficient / kF^2 = 0.2418 (law 0.2400)
Gas: higher-ring tail / third-order law = 1.0078
Trap: integral n^2 = 0.253975 bohr^-3 (frequency 1 hartree)
Trap: Q = 10 bohr^-1, tail / leading law = 1.15715
Trap: Q = 40 bohr^-1, tail / leading law = 1.03189
Trap: Q = 80 bohr^-1, tail / leading law = 1.01544
Trap: 1/Q coefficient = 1.1949 bohr^-1
  predicted = 1.1968 bohr^-1
Trap: second order, momentum = -0.0994057 hartree
Trap: second order, partial waves = -0.0994057 hartree
Trap: angular coefficient C = 0.159155 hartree
Trap: l = 5, increment / leading law = 0.96377
Trap: l = 10, increment / leading law = 0.98910
Trap: l = 20, increment / leading law = 0.99706
Trap: l = 40, increment / leading law = 0.99924
Trap: tail beyond L = 10 / leading law = 0.98992
He: X = 2, functions = 5, RPA = -0.045346 hartree
He: X = 3, functions = 14, RPA = -0.058966 hartree
He: X = 4, functions = 30, RPA = -0.063450 hartree
He: X = 5, functions = 55, RPA = -0.065246 hartree
He: exponent from X = 3, 4, 5: 2.552
He: X^-3 limit from 3, 4 = -0.066721 hartree
He: X^-3 limit from 4, 5 = -0.067130 hartree
  = -1.8267 eV
He: fitted X^-3 coefficient = 0.2355 hartree
He: angular coefficient C = 0.1105 hartree
He: higher-ring / second-order change, X 4 to 5 = 0.0328
OK
```
